Static Screened Exchange and Coulomb Hole as a Limit of GW

An electron added to a semiconductor repels the electrons around it and is left with a surrounding region of reduced electron density. If this region forms much faster than the added electron changes its state, its effect should be describable by a static interaction. The GW self-energy retains a time dependence of the screening and therefore shows what the static description keeps, what it drops, and when it can be trusted. Small energy differences between the band states of interest turn out not to be enough.

**The self-energy and its ingredients**

Hartree atomic units are used. The system is finite, has closed shells and an energy gap, and is described at the start by a mean-field Hamiltonian with a local potential,

H = −½∇² + U(r), Hφ_n = ε_nφ_n. (1)

The orbitals φ_n are taken real. Indices i and a denote occupied and empty orbitals, n denotes any orbital, and orbital sums run over one spin. The symbol ∑ is a sum; Σ is the self-energy. With time-ordered functions,

Σ(r,r';ω) = (i/2π)∫dω' e^{iω'η} G(r,r';ω+ω') W(r,r';ω'), η→0⁺, (2)

G(r,r';ω) = ∑_n φ_n(r)φ_n(r')/(ω−ε_n−iσ_nδ), δ→0⁺, (3)

where σ_n = +1 for occupied and −1 for empty orbitals. The screened interaction is W = v + W_p, with v the bare repulsion and W_p the potential of the induced charge.

In the random-phase approximation (RPA) the density response obeys χ = χ₀ + χ₀vχ. For an orbital pair p = (i,a) let D_p = ε_a−ε_i and F_p(r) = √D_p φ_i(r)φ_a(r). Two spins, each with a resonant and an antiresonant term, give 2[1/(ω−D_p) − 1/(ω+D_p)] = 4D_p/(ω²−D_p²), so

χ₀(r,r';ω) = 4∑_p F_p(r)F_p(r')/(ω²−D_p²). (4)

Insert (4) into the series χ₀ + χ₀vχ₀ + … . Between successive factors R = (ω²−D²)⁻¹ stands the matrix 4B, where B_pq = ∫∫F_p v F_q. The geometric series R + R(4B)R + … equals (R⁻¹−4B)⁻¹, hence

χ = 4∑_pq F_p(r)[(ω²−C)⁻¹]_pq F_q(r'), C = D² + 4B. (5)

C is symmetric. It is positive definite because v is a positive-definite kernel (its Fourier transform is positive, as for the Coulomb and softened Coulomb interactions); positive values of v alone would not suffice. Let its orthonormal eigenvectors be Z_s with eigenvalues Ω_s². Define

ρ_s(r) = √(2/Ω_s) ∑_p F_p(r)Z_ps, w_s(r) = ∫dr' v(r,r')ρ_s(r'). (6)

Since 4 = 2Ω_s·(2/Ω_s), (5) becomes χ = ∑_s ρ_sρ_s 2Ω_s/(ω²−Ω_s²), and W_p = vχv is

W_p(r,r';ω) = ∑_s w_s(r)w_s(r') 2Ω_s/(ω²−Ω_s²). (7)

The Ω_s are the neutral excitation energies. They are called plasmon energies below, although they include excitations that are mostly single electron–hole pairs.

**The frequency integral**

Write x_n = ω−ε_n. For the bare part of W, the factor e^{iω'η} permits closing the contour in the upper half-plane. An occupied orbital has its pole there, at ω' = −x_i+iδ, and contributes (i/2π)(2πi) = −1. An empty orbital has its pole below and contributes nothing. The bare part is therefore ordinary exchange,

Σ_x(r,r') = −∑_i φ_i(r)φ_i(r') v(r,r'). (8)

For the rest, split (7) into simple poles with their time-ordered positions:

2Ω_s/(ω'²−Ω_s²) → 1/(ω'−Ω_s+iδ) − 1/(ω'+Ω_s−iδ). (9)

The product GW_p falls off as ω'⁻³, so either half-plane may be used. For an occupied orbital close below, which avoids the pole of G. The enclosed pole is ω' = Ω_s−iδ with residue factor +1, and the clockwise direction gives (i/2π)(−2πi) = +1. The result is 1/(x_i+Ω_s). For an empty orbital close above. The enclosed pole is ω' = −Ω_s+iδ with residue factor −1, and (i/2π)(2πi)(−1) = +1. The result is 1/(x_a−Ω_s). Both cases are contained in

Σ_c(r,r';ω) = ∑_ns φ_n(r)φ_n(r')w_s(r)w_s(r')/(x_n+σ_nΩ_s), (10)

whose diagonal element, with M_ns = ⟨n|w_s|k⟩, is

⟨k|Σ_c(ω)|k⟩ = ∑_ns |M_ns|²/(x_n+σ_nΩ_s). (11)

**Screened exchange and Coulomb hole**

The occupied terms can be rewritten through

1/(x+Ω) = −2Ω/(x²−Ω²) + 1/(x−Ω). (12)

Over the common denominator x²−Ω² the right side has the numerator −2Ω+x+Ω = x−Ω, which proves it. By (7), the first term of (12) is minus W_p at frequency x_i. The second has the same form as the terms of the empty orbitals. Adding (8) gives

Σ(ω) = Σ_SEX(ω) + Σ_COH(ω), (13)

Σ_SEX(r,r';ω) = −∑_i φ_i(r)φ_i(r') W(r,r';ω−ε_i), (14)

Σ_COH(r,r';ω) = ∑_n φ_n(r)φ_n(r') ∑_s w_s(r)w_s(r')/(ω−ε_n−Ω_s). (15)

Nothing has been approximated in this step. The Coulomb-hole sum (15) now includes the occupied orbitals as well, and this will make closure possible. The price is that each part has poles at x_i = Ω_s which are absent from the occupied terms of (11).

**The static limit**

Neglect x_n against Ω_s. In (14) W is then taken at zero frequency. In (15) each denominator becomes −Ω_s, which does not depend on n, and completeness gives ∑_nφ_n(r)φ_n(r') = δ(r−r'). Thus

Σ_COH → −δ(r−r')∑_s w_s(r)²/Ω_s. (16)

At ω = 0, (7) reads W_p(r,r';0) = −2∑_s w_s(r)w_s(r')/Ω_s. The sum in (16) is half of this at r' = r, and

Σ_static(r,r') = −∑_i φ_i(r)φ_i(r')W(r,r';0) + ½δ(r−r')W_p(r,r;0). (17)

The first term is exchange with the statically screened interaction. The second is a local potential, and (7) shows that it is nowhere positive. Its factor ½ has a simple meaning. A charge λ at r induces the potential λW_p(r,r;0) at its own position, and building the charge up from 0 to 1 costs ∫₀¹λW_p dλ = ½W_p. The Coulomb hole is the energy of an electron in the polarization it has itself produced, had that polarization followed without delay.

The neglect concerns all orbitals n with appreciable M_ns, and the energies ε_n of the empty ones have no upper bound. Equation (17) therefore requires two things: the state considered must lie close in energy to the occupied orbitals it couples to, and the potentials w_s must be smooth enough to scatter it appreciably only into empty orbitals whose distance in energy is small against Ω_s. A precise limit is obtained by making the plasmons stiff while static screening stays fixed:

Ω_s → λΩ_s, w_s² → λw_s², λ → ∞. (18)

W_p(0) contains w_s²/Ω_s and does not change, while each term of (11) tends to σ_n|M_ns|²/Ω_s, its static value.

**The leading error**

For an occupied orbital the dynamic term minus the static one is 1/(Ω+x) − 1/Ω = −x/[Ω(Ω+x)]. For an empty orbital it is 1/(x−Ω) + 1/Ω = −x/[Ω(Ω−x)]. Together,

⟨k|Σ_c(ω)−Σ_c,static|k⟩ = −∑_ns |M_ns|² x_n/[Ω_s(Ω_s+σ_nx_n)], (19)

where Σ_c,static is (17) without bare exchange. To first order in x/Ω the sign σ_n drops out, leaving −∑|M_ns|²x_n/Ω_s². Write x_n = (ω−ε_k) − (ε_n−ε_k). The sum over n can then be done with a double commutator. For any function f,

[H,w]f = −½(∇²w)f − ∇w·∇f, (20)

because the local potential U commutes with w. In the commutator of w with (20) the ∇²w terms cancel, and

[w,[H,w]]f = −w∇w·∇f + ∇w·∇(wf) = |∇w|²f. (21)

Expanded, the same operator is 2wHw − w²H − Hw². Its expectation value in φ_k, with a complete set inserted between the factors w, is 2∑_n|⟨n|w|k⟩|²(ε_n−ε_k). Therefore

∑_n |M_ns|²(ε_n−ε_k) = ½⟨k||∇w_s|²|k⟩, (22)

and, with ∑_n|M_ns|² = ⟨k|w_s²|k⟩, the first-order error is

dynamic − static ≈ ½∑_s⟨|∇w_s|²⟩/Ω_s² − (ω−ε_k)∑_s⟨w_s²⟩/Ω_s². (23)

At ω = ε_k the second term vanishes. What remains is the expectation value of a positive local potential, so to this order the static self-energy lies too low for every state. Beyond this order the sign is not fixed. In (19) orbitals below ε_k contribute negatively, and for empty ones the denominator Ω_s−x_n can be small. In the trap treated below, the second empty orbital has dynamic − static = −0.067 hartree, against a first-order value of +0.020. The error depends on the gradient of w_s, which expresses the smoothness condition in a formula. A nonlocal potential in H, such as a nonlocal pseudopotential, would add its own commutator to (21).

The second term of (23) is a frequency slope. In the full theory it enters the renormalization factor

Z = 1/(1−∂⟨k|Σ|k⟩/∂ω), (24)

taken at ω = ε_k. A static self-energy has no slope and gives Z = 1.

Under the scaling (18), the right side of (23) is divided by λ. For the trap treated next, λ times the difference between dynamic and static values was compared with (23) at λ = 10⁵, for two orbitals, on shell and 0.2 hartree above. The two agreed to within 0.2 % of the on-shell term. At λ = 10⁶ the Coulomb-hole matrix on the grid agreed with the local form to within 0.1 % of its largest element.

**Four electrons in a trap**

Take a one-dimensional parabola of frequency 0.5 with a Gaussian bump 0.3 exp[−(y−1)²], where y is the position measured from the centre of the parabola, and the interaction v = 1/√(x²+1), where x is here the separation. This potential is the given mean field; it is not iterated. The lowest orbital energies are 0.358, 0.855, 1.302 and 1.800 hartree, and the first two orbitals are doubly occupied. The lowest RPA excitations lie at 0.656, 0.974 and 1.124 hartree. The orbital gap, 1.30237−0.85455 = 0.448 hartree, is 0.68 of the lowest Ω_s, so the example lies outside the safe regime and shows what happens there.

Differences quoted below are formed before rounding. For the highest occupied orbital, (17) gives, in hartree,

bare exchange: −0.6761
static screening of exchange: +0.0618
Coulomb hole: −0.0865
static correlation: 0.0618 − 0.0865 = −0.0247.

The dynamic correlation from (11) is −0.0097. The static value is too low by 0.0151 hartree, an error larger than the dynamic correlation itself, though only about 2 % of bare exchange. For the lowest empty orbital, screening of exchange (+0.0904) and Coulomb hole (−0.0903) nearly cancel. The static correlation is 0.0000 and the dynamic one +0.0039 hartree.

The error has the sign of (23) in both cases, but the estimates, 0.0328 and 0.0189 hartree, are too large by factors of 2.2 and 4.9. Subtracting (19) from its first-order form shows the origin:

estimate − actual = −∑_ns σ_n|M_ns|²x_n²/[Ω_s²(Ω_s+σ_nx_n)]. (25)

All denominators are positive for these two orbitals. Occupied orbitals thus make (25) negative and empty ones make it positive. The positive result shows that the empty orbitals dominate: their distances are not small against Ω_s, and the linear term exaggerates their effect.

The self-energy contribution to the gap between the two orbitals is

dynamic: (−0.1897+0.0039) − (−0.6761−0.0097) = 0.500 hartree = 13.60 eV
static: (−0.1897+0.0000) − (−0.6761−0.0247) = 0.511 hartree = 13.91 eV.

The static value is 0.31 eV too large, or 2 % of this contribution. Most of the contribution is bare exchange, which both treatments share. The correlation part alone is 0.0135 hartree dynamically and 0.0248 hartree statically, nearly a factor of two. The errors of the two levels have the same sign and partly cancel in the gap. These numbers are not a quasiparticle gap, for which the exchange–correlation part of the mean field would have to be subtracted; the model does not specify one. The renormalization factors are 0.962 and 0.964, against 1 in the static theory.

The trap also shows why (14) and (15) should be approximated together. The lowest empty orbital lies x = 1.3024−0.3578 = 0.9446 hartree above the lowest occupied one, close to the excitation at Ω = 0.9744 hartree. For this pair the two terms on the right of (12) are +34.1 and −33.6 per hartree, while their sum is 1/(x+Ω) = 0.52 per hartree. In the self-energy both are multiplied by the same |M_ns|², here only 0.00025, so each contributes about 0.008 hartree. A larger effect comes from x being a bare pair energy D_p. With e_p the unit vector of pair p, (D_p²−C)e_p = −4Be_p, and (5) then shows that the element of W_p(D_p) on this pair cancels the element of v. On shell the dynamic screened exchange (14) of an empty orbital therefore vanishes: its screening part is +0.1897 hartree here, cancelling the bare exchange. Combined with the static Coulomb hole it would give a correlation energy of 0.1897−0.0903 = 0.099 hartree instead of 0.0039, far worse than the fully static value.

Finally, (17) needs no empty orbitals once W(0) is known. If the static Coulomb hole is instead summed over states, 3, 5 and 10 orbitals recover 78, 93 and 99.3 % of it for the highest occupied orbital, and 51, 86 and 98.7 % for the lowest empty one.

**Short wavelengths: the electron gas**

In a homogeneous gas the condition can be examined for each wave vector. Consider an electron at k = 0, with energy zero. A fluctuation of wave vector q scatters it into a plane wave of energy e = q²/2. If A_s is the squared coupling strength of excitation s at this q, (15) and its static limit give the ratio

R(q) = static/dynamic = [∑_s A_s/Ω_s]/[∑_s A_s/(Ω_s+e)]. (26)

For a single excitation R = 1+e/Ω. This tends to 1 at long wavelengths, where the plasmon energy stays finite and e vanishes.

At short wavelengths v is weak, and the excitations become free pairs with Ω = e+k'·q, where k' is an occupied wave vector. Their strengths A_s become equal: in (6) the factor D_p from F_p² cancels 1/Ω_s. With u = k'·q/e, whose average over the Fermi sphere is zero, expansion to second order gives

R ≈ ⟨1/(1+u)⟩/⟨1/(2+u)⟩ ≈ (1+⟨u²⟩)/[½(1+¼⟨u²⟩)] ≈ 2(1+¾⟨u²⟩). (27)

One Cartesian component of k' has the mean square k_F²/5, so ⟨u²⟩ = 4k_F²/(5q²) and

R ≈ 2 + (6/5)(k_F/q)². (28)

The static Coulomb hole is thus twice too large at short wavelengths, however small the energy of the electron itself. The recoil energy e equals the mean excitation energy there and cannot be neglected.

A periodic box with 114 electrons at r_s = 2 bohr, treated in the RPA with the q = 0 term omitted, gives

q/k_F = 0.42: R = 1.16
q/k_F = 0.84: R = 1.48
q/k_F = 1.68: R = 2.10
q/k_F = 3.35: R = 2.13
q/k_F = 6.70: R = 2.028
q/k_F = 16.75: R = 2.004.

Equation (28) predicts 2.027 and 2.004 for the last two, and explains why the limit is approached from above. Below q = 2k_F the ratios depend on the size of the box, because its pair energies are discrete; they should not be read as values for the infinite gas. At the smallest q, e = ½(0.419×0.9596)² = 0.081 hartree. If no excitation lay below the classical plasmon energy of 0.612 hartree, (26) could not exceed 1+0.081/0.612 = 1.13. The larger value found shows that pair excitations of lower energy contribute.

Summed up to q = 6.7k_F, the Coulomb hole at k = 0 is −0.287 hartree (−7.81 eV) in the static form and −0.177 hartree (−4.82 eV) in the dynamic one, a ratio of 1.62. The first-order correction for the hole in this box, 0.373 hartree, exceeds the whole static term and is useless here. It weights each excitation by A_s/Ω_s², so it depends strongly on the lowest pair energies and therefore on the size of the box. In the infinite gas the pair spectrum for q < 2k_F starts linearly at zero energy, and this sum diverges logarithmically; (23) presupposes a gap. The comparison concerns the Coulomb hole alone, not the total self-energy, and the finite box without its q = 0 term does not give the bulk value.

The local Coulomb hole in (17) is therefore best regarded as a long-wavelength approximation. It describes the smooth part of the polarization around an electron, for which the excitations that carry most of the weight lie far above the recoil energy, and overstates the part of short wavelength. In the box above its excess is already about 50 % at q = 0.84k_F. These ratios do not carry over to the total self-energy. For q < k_F the electron at k = 0 scatters into an occupied state, the term of (11) is A_s/(Ω_s−e), and the error of the static screened exchange enters as well. The remaining computed values are in the numerical output.

Computed values

```
TRAP: 4 electrons, all energies in hartree unless marked
trap frequency 0.5, bump height 0.3, softening 1.0 bohr
grid points 101, RPA excitations 198
lowest four orbital energies: [0.35777 0.85455 1.30237 1.80026]
lowest three RPA excitation energies: [0.65587 0.97439 1.12408]
largest error of frequency quadrature: 1.5e-14
HOMO bare exchange: -0.67607
HOMO dynamic correlation self-energy: -0.00965
HOMO static screening part of exchange: 0.06179
HOMO static screened exchange, total: -0.61428
HOMO static local Coulomb hole: -0.08654
HOMO static correlation self-energy: -0.02475
HOMO dynamic minus static: 0.01510
HOMO first-order estimate of it: 0.03281
HOMO renormalization factor Z (no unit): 0.9617
HOMO Coulomb-hole share from 3, 5, 10 states (no unit): 0.7769 0.9320 0.9932
LUMO bare exchange: -0.18971
LUMO dynamic correlation self-energy: 0.00389
LUMO static screening part of exchange: 0.09036
LUMO static screened exchange, total: -0.09935
LUMO static local Coulomb hole: -0.09032
LUMO static correlation self-energy: 0.00004
LUMO dynamic minus static: 0.00386
LUMO first-order estimate of it: 0.01890
LUMO renormalization factor Z (no unit): 0.9637
LUMO Coulomb-hole share from 3, 5, 10 states (no unit): 0.5067 0.8628 0.9867
self-energy part of gap, dynamic: 0.49991 hartree = 13.603 eV
self-energy part of gap, static: 0.51115 hartree = 13.909 eV
ELECTRON GAS: r_s 2.0 bohr, 114 electrons, state k=0
Fermi wave vector: 0.9596 1/bohr
classical plasmon energy: 0.6124 hartree
q/k_F 0.419: static/dynamic hole 1.1620
q/k_F 0.838: static/dynamic hole 1.4753
q/k_F 1.675: static/dynamic hole 2.1024
q/k_F 3.351: static/dynamic hole 2.1283
q/k_F 6.702: static/dynamic hole 2.0281
q/k_F 16.754: static/dynamic hole 2.0044
largest q/k_F in the sum: 6.70
Coulomb hole static: -0.28701 hartree = -7.810 eV
Coulomb hole dynamic: -0.17730 hartree = -4.825 eV
first-order estimate of dynamic - static: 0.37319 hartree
summed static/dynamic ratio: 1.6188
```
